# Constant diffusivity of site-blocking vacancies whose conductivity varies as c(1−c): verification in Python

```python
"""
Result under test: for vacancies that hop with symmetric rate G to each free
neighbour and interact only by site exclusion, the zero-field diffusivity is
D = G a^2 at every occupancy c, while the ionic conductivity is
sigma = Ns (z e)^2 D c (1-c) / (k T).
a: site spacing, Ns = 1/a^3: site density, z e: vacancy charge,
f = z e E a / (k T): field energy per hop over thermal energy.
Exact master equations on small lattices supply the independent side.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import expit, gammaln


def occupations(sites):
    return (np.arange(2**sites)[:, None] >> np.arange(sites)) & 1


def generator(hop, inject=None, remove=None):
    """Configuration-space generator; hop[i, j] is the rate from i to j."""
    sites = len(hop)
    inject = np.zeros(sites) if inject is None else inject
    remove = np.zeros(sites) if remove is None else remove
    w = np.zeros((2**sites, 2**sites))

    def add(old, new, rate):
        w[new, old] += rate
        w[old, old] -= rate

    for s in range(2**sites):
        for i in range(sites):
            if (s >> i) & 1:
                add(s, s ^ (1 << i), remove[i])
                for j in np.nonzero(hop[i])[0]:
                    j = int(j)
                    if not (s >> j) & 1:
                        add(s, s ^ (1 << i) ^ (1 << j), hop[i, j])
            else:
                add(s, s ^ (1 << i), inject[i])
    return w


def product_state(means):
    occ = occupations(len(means))
    return np.prod(np.where(occ == 1, means, 1 - np.asarray(means)), axis=1)


# Closure of the mean occupancy: open 3 x 3 patch, random symmetric bonds.
rng = np.random.default_rng(4)
hop = np.zeros((9, 9))
for i in range(9):
    for j in ([i + 1] if i % 3 < 2 else []) + ([i + 3] if i < 6 else []):
        hop[i, j] = hop[j, i] = rng.uniform(0.5, 1.5)
occ9 = occupations(9)
correlated = rng.random(512)**8
correlated /= correlated.sum()
start = correlated @ occ9
w_sym = generator(hop)
full = (expm(0.7 * w_sym) @ correlated) @ occ9
linear = expm(0.7 * (hop - np.diag(hop.sum(axis=1)))) @ start
closure_error = np.max(np.abs(full - linear))
assert closure_error < 1e-10
assert np.max(np.abs(full - start)) > 1e-3

# Same means, different correlations: only unequal rates feel the difference.
site_energy = rng.uniform(-1, 1, 9)
hop_uneq = hop * np.exp((site_energy[:, None] - site_energy[None, :]) / 2)
difference = correlated - product_state(start)
pair_sym = np.max(np.abs((w_sym @ difference) @ occ9))
pair_uneq = np.max(np.abs((generator(hop_uneq) @ difference) @ occ9))
assert pair_sym < 1e-12 and pair_uneq > 1e-4

# The uncorrelated uniform state is stationary in a field on a 2D torus.
torus = np.zeros((9, 9))
for y in range(3):
    for x in range(3):
        i = x + 3 * y
        torus[i, (x + 1) % 3 + 3 * y] = np.exp(0.6)
        torus[i, (x - 1) % 3 + 3 * y] = np.exp(-0.6)
        torus[i, x + 3 * ((y + 1) % 3)] = 1.0
        torus[i, x + 3 * ((y - 1) % 3)] = 1.0
assert np.max(np.abs(generator(torus) @ product_state([0.3] * 9))) < 1e-12

CHAIN = 6


def chain_current(c_left, c_right, field):
    """Steady current, in units of G, of a chain between two reservoirs."""
    p, q = np.exp(field / 2), np.exp(-field / 2)
    rates = np.diag([p] * (CHAIN - 1), 1) + np.diag([q] * (CHAIN - 1), -1)
    inject, remove = np.zeros(CHAIN), np.zeros(CHAIN)
    inject[0], remove[0] = p * c_left, q * (1 - c_left)
    inject[-1], remove[-1] = q * c_right, p * (1 - c_right)
    w = generator(rates, inject, remove)
    w[-1] = 1.0
    rhs = np.zeros(2**CHAIN)
    rhs[-1] = 1.0
    steady = np.linalg.solve(w, rhs)
    occ = occupations(CHAIN)
    left, right = occ[:, 2], occ[:, 3]
    return steady @ (p * left * (1 - right) - q * right * (1 - left))


def entropic_stiffness(c):
    """d(mu/kT)/dc from counting configurations on a million sites."""
    m, step = 10**6, 200

    def log_count(n):
        return gammaln(m + 1) - gammaln(n + 1) - gammaln(m - n + 1)
    n = c * m
    second = log_count(n + step) - 2 * log_count(n) + log_count(n - step)
    return -m * second / step**2


# Example parameters: rough values for oxygen vacancies in hafnia.
a, nu, barrier, z = 0.26e-9, 1e13, 1.2, 2
temp, temp_use, planes = 900.0, 300.0, 20
field, eps_r, repulsion, c0 = 1e8, 20.0, 0.05, 0.10
e, kb = const.e, const.k
kt = kb * temp
ns = 1 / a**3
thickness = planes * a


def hop_rate(t):
    return nu * np.exp(-barrier * e / (kb * t))


rate = hop_rate(temp)
diff = rate * a**2
print(f"site spacing = {a*1e9:.2f} nm; site density = {ns*1e-6:.3e} cm^-3")
print(f"attempt frequency = {nu:.1e} Hz; barrier = {barrier:.2f} eV")
print(f"vacancy charge number = {z}; temperature = {temp:.0f} K")
print(f"thermal energy kT = {kt/e:.5f} eV")
print(f"hop rate per direction = {rate:.3e} s^-1")
print(f"D = G a^2 = {diff*1e4:.3e} cm^2/s")
print(f"closure error, full against linear = {closure_error:.1e}")
print(f"pair-term effect, equal rates = {pair_sym:.1e} (rate units)")
print(f"pair-term effect, unequal rates = {pair_uneq:.2e} (rate units)")

small = 1e-4
for c in (0.02, 0.10, 0.30, 0.50):
    mobility = chain_current(c, c, small) / small
    stiffness = entropic_stiffness(c)
    gradient_d = chain_current(c + .01, c - .01, 0) * (CHAIN + 1) / .02
    assert abs(mobility / (c * (1 - c)) - 1) < 1e-6
    assert abs(stiffness * c * (1 - c) - 1) < 1e-3
    assert abs(gradient_d - 1) < 1e-9
    assert abs(mobility * stiffness - gradient_d) < 1e-3
    sigma_c = ns * (z * e)**2 * diff * mobility / kt
    print(f"c = {c:.2f}: blocking factor from current = {mobility:.4f}")
    print(f"  conductivity = {sigma_c*1e-2:.3e} S/cm")
    print(f"  stiffness d(mu/kT)/dc = {stiffness:.3f}")
    print(f"  D from conductivity = {diff*mobility*stiffness*1e4:.3e} cm^2/s")
    print(f"  D from gradient = {diff*gradient_d*1e4:.3e} cm^2/s")
large_drop = chain_current(0.9, 0.1, 0) * (CHAIN + 1) / 0.8
assert abs(large_drop - 1) < 1e-9
print(f"D/(G a^2) for reservoirs at 0.9 and 0.1 = {large_drop:.6f}")

# Slowest zero-field mode of a film with closed faces.
laplacian = np.diag([1.0] * (planes - 1), 1)
laplacian += laplacian.T
laplacian -= np.diag(laplacian.sum(axis=1))
slow = -np.sort(np.linalg.eigvalsh(laplacian))[-2]
k = np.pi / thickness
discreteness = slow * rate / (diff * k**2)
assert abs(slow - 2 * (1 - np.cos(k * a))) < 1e-12
assert abs(discreteness - 1) < 0.005
tau = 1 / (diff * k**2)
tau_use = 1 / (hop_rate(temp_use) * a**2 * k**2)
print(f"film thickness = {thickness*1e9:.2f} nm ({planes} planes)")
print(f"zero-field relaxation time at {temp:.0f} K = {tau*1e6:.2f} us")
print(f"lattice rate over continuum rate = {discreteness:.4f}")
print(f"D at {temp_use:.0f} K = {hop_rate(temp_use)*a**2*1e4:.3e} cm^2/s")
print(f"relaxation time at {temp_use:.0f} K = {tau_use/const.year:.3g} years")

# Nonlinear response to the field.
f = z * e * field * a / kt
nonlinear = chain_current(c0, c0, f) / (f * c0 * (1 - c0))
assert abs(nonlinear - np.sinh(f / 2) / (f / 2)) < 1e-9
print(f"field = {field*1e-8:.1f} MV/cm; f = {f:.4f}")
print(f"current over its linear value = {nonlinear:.4f}")

# Space charge without electrons: flux law and Poisson equation, small mode.
eps = eps_r * const.epsilon_0
x = np.arange(64) * 2 * thickness / 64
wave = 2 * np.pi * np.fft.fftfreq(64, 2 * thickness / 64)


def derivative(values):
    return np.fft.ifft(1j * wave * np.fft.fft(values)).real


amplitude = 1e-5
profile = c0 + amplitude * np.cos(k * x)
charge_hat = np.fft.fft(z * e * ns * (profile - c0))
field_hat = np.zeros(64, complex)
field_hat[1:] = charge_hat[1:] / (1j * wave[1:] * eps)
space_field = np.fft.ifft(field_hat).real
flux = -diff * derivative(profile)
flux += diff * z * e / kt * profile * (1 - profile) * space_field
decay = 2 * np.mean(derivative(flux) * np.cos(k * x)) / amplitude
sigma = ns * (z * e)**2 * diff * c0 * (1 - c0) / kt
assert abs(decay / (diff * k**2 + sigma / eps) - 1) < 1e-4
print(f"relative permittivity = {eps_r:.0f}; following lines at c = {c0:.2f}")
print(f"space-charge mode rate over D k^2 = {decay/(diff*k**2):.1f}")

# Fast mobile electrons with electroneutrality, free-electron mass.
n_eff = 2 * (const.m_e * kt / (2 * np.pi * const.hbar**2))**1.5


def electron_density(eta):
    top = np.sqrt(max(eta, 0) + 40)
    value = quad(lambda y: y * y * expit(eta - y * y), 0, top,
                 epsabs=0, epsrel=1e-10, limit=300)[0]
    return n_eff * 4 / np.sqrt(np.pi) * value


def ambipolar_factor(c, site_density):
    def drive(occupancy):
        n = z * occupancy * site_density
        eta = brentq(lambda u: np.log(electron_density(u) / n), -60, 400,
                     xtol=1e-11)
        return np.log(occupancy / (1 - occupancy)) + z * eta
    h = 1e-3 * c
    return c * (1 - c) * (drive(c + h) - drive(c - h)) / (2 * h)


n_el = z * c0 * ns
fermi = const.hbar**2 / (2 * const.m_e) * (3 * np.pi**2 * n_el)**(2 / 3)
ambipolar = ambipolar_factor(c0, ns)
dilute = ambipolar_factor(c0, 1e16)
assert abs(ambipolar / (1 + 2 / 3 * z * (1 - c0) * fermi / kt) - 1) < 0.01
assert abs(dilute / (1 + z * (1 - c0)) - 1) < 1e-4
print(f"electron density = {n_el*1e-6:.3e} cm^-3")
print(f"free-electron Fermi energy = {fermi/e:.3f} eV")
print(f"ambipolar factor, degenerate electrons = {ambipolar:.1f}")
print(f"ambipolar factor, nondegenerate limit = {dilute:.3f}")

# Neighbour repulsion: periodic 3 x 3 x 2 cluster, six neighbour links a site.
bits = occupations(18).astype(np.int8).reshape(-1, 2, 3, 3)
number = bits.sum(axis=(1, 2, 3), dtype=int)
pairs = sum((bits * np.roll(bits, 1, axis=ax)).sum(axis=(1, 2, 3), dtype=int)
            for ax in (1, 2, 3))
table = np.bincount(number * 100 + pairs)
keys = np.nonzero(table)[0]
num, pair, weight = keys // 100, keys % 100, table[keys]


def thermodynamic_factor(w_kt, c):
    def moments(mu_kt):
        prob = weight * np.exp(mu_kt * num - w_kt * pair)
        prob = prob / prob.sum()
        mean = prob @ num
        return mean, prob @ (num - mean)**2
    mu_kt = brentq(lambda u: moments(u)[0] - 18 * c, -20, 20, xtol=1e-13)
    return 18 * c * (1 - c) / moments(mu_kt)[1]


slope = (thermodynamic_factor(1e-4, c0) - 1) / 1e-4
assert abs(slope / (6 * c0 * (1 - c0)) - 1) < 0.01
w_kt = repulsion * e / kt
print(f"assumed neighbour repulsion = {repulsion:.2f} eV")
print(f"thermodynamic factor c(1-c)d(mu/kT)/dc, 18-site cluster = "
      f"{thermodynamic_factor(w_kt, c0):.3f}")
print(f"same, first order in repulsion = {1+6*w_kt*c0*(1-c0):.3f}")

# Tunnelling of the ion through a parabolic barrier top of frequency nu.
quantum = const.h * nu / kt
tunnel = quad(lambda t: np.exp(-t) * expit(2 * np.pi * t / quantum),
              -10, 40, points=[0, 1], limit=300)[0]
assert abs(tunnel - (1 + quantum**2 / 24)) < 1e-3
print(f"tunnelling factor on the hop rate = {tunnel:.4f}")
print("success")
```

Output:

```
site spacing = 0.26 nm; site density = 5.690e+22 cm^-3
attempt frequency = 1.0e+13 Hz; barrier = 1.20 eV
vacancy charge number = 2; temperature = 900 K
thermal energy kT = 0.07756 eV
hop rate per direction = 1.907e+06 s^-1
D = G a^2 = 1.289e-09 cm^2/s
closure error, full against linear = 3.3e-16
pair-term effect, equal rates = 7.8e-16 (rate units)
pair-term effect, unequal rates = 3.76e-02 (rate units)
c = 0.02: blocking factor from current = 0.0196
  conductivity = 1.188e-05 S/cm
  stiffness d(mu/kT)/dc = 51.020
  D from conductivity = 1.289e-09 cm^2/s
  D from gradient = 1.289e-09 cm^2/s
c = 0.10: blocking factor from current = 0.0900
  conductivity = 5.454e-05 S/cm
  stiffness d(mu/kT)/dc = 11.111
  D from conductivity = 1.289e-09 cm^2/s
  D from gradient = 1.289e-09 cm^2/s
c = 0.30: blocking factor from current = 0.2100
  conductivity = 1.273e-04 S/cm
  stiffness d(mu/kT)/dc = 4.762
  D from conductivity = 1.289e-09 cm^2/s
  D from gradient = 1.289e-09 cm^2/s
c = 0.50: blocking factor from current = 0.2500
  conductivity = 1.515e-04 S/cm
  stiffness d(mu/kT)/dc = 4.000
  D from conductivity = 1.289e-09 cm^2/s
  D from gradient = 1.289e-09 cm^2/s
D/(G a^2) for reservoirs at 0.9 and 0.1 = 1.000000
film thickness = 5.20 nm (20 planes)
zero-field relaxation time at 900 K = 21.26 us
lattice rate over continuum rate = 0.9979
D at 300 K = 4.686e-23 cm^2/s
relaxation time at 300 K = 18.5 years
field = 1.0 MV/cm; f = 0.6705
current over its linear value = 1.0188
relative permittivity = 20; following lines at c = 0.10
space-charge mode rate over D k^2 = 655.6
electron density = 1.138e+22 cm^-3
free-electron Fermi energy = 1.845 eV
ambipolar factor, degenerate electrons = 29.6
ambipolar factor, nondegenerate limit = 2.800
assumed neighbour repulsion = 0.05 eV
thermodynamic factor c(1-c)d(mu/kT)/dc, 18-site cluster = 1.280
same, first order in repulsion = 1.348
tunnelling factor on the hop rate = 1.0119
success
```
